# Does the lattice contraction of a small particle predict its solubility?: verification in Python

```python
"""
Result under test, for a solid sphere of unstrained radius R:
  lattice strain               eps  = -2 f / (3 K R)
  excess chemical potential    dmu  = 2 gamma Omega / R - 2 f^2 Omega / (3 K R^2)
  solubility ratio             c/c_bulk = exp(dmu / kT)
gamma: surface energy (work of creating area), f: surface stress (work of
stretching area), K: bulk modulus, Omega: volume per atom.
Surface stress sets the contraction; surface energy sets the leading dmu.
Units of the sphere: nm, nN, so GPa = nN/nm^2, N/m = nN/nm, energy 1e-18 J.
The atomic cubes use bond length b = 1 and bond depth D = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve
from scipy.special import gammaln

# ---------- rough typical values for a platinum catalyst particle ----------
radius = 2.5            # nm
gamma = 2.4             # N/m
stress = 5.0            # N/m
bulk_mod = 280.0        # GPa
shear_mod = 61.0        # GPa
lattice_a = 0.392       # nm
temperature = 353.0     # K
omega = lattice_a**3 / 4
kT = const.k * temperature / 1e-18
to_eV = 1e-18 / const.e


# ---------- sphere: radial elasticity, strain not assumed uniform ----------
def relax_sphere(R, g, f, shear=shear_mod, stiffness=0.0, curv_length=0.0):
    """Minimum energy, surface strain, spread of radial strain.
    Surface energy per unstrained area: g(1-2 curv_length/R)+2 f e+stiffness e^2."""
    m = 200
    h = R / m
    mid = (np.arange(m) + 0.5) * h
    upper = np.eye(m)
    lower = np.eye(m, k=-1)
    e_r = (upper - lower) / h
    e_t = (upper + lower) / (2 * mid[:, None])
    vol = 4 * np.pi * mid**2 * h
    dil, dev = e_r + 2 * e_t, e_r - e_t
    H = dil.T @ (bulk_mod * vol[:, None] * dil)
    H += dev.T @ (4 / 3 * shear * vol[:, None] * dev)
    area = 4 * np.pi * R**2
    H[-1, -1] += 2 * stiffness * area / R**2
    load = np.zeros(m)
    load[-1] = 2 * f * area / R
    u = np.linalg.solve(H, -load)
    energy = 0.5 * u @ H @ u + load @ u + area * g * (1 - 2 * curv_length / R)
    return energy, u[-1] / R, np.ptp(e_r @ u)


def excess_mu(R, g, f, **kw):
    """Energy change per atom added, from the relaxed energies of two spheres."""
    d = 1e-4 * R
    dE = relax_sphere(R + d, g, f, **kw)[0] - relax_sphere(R - d, g, f, **kw)[0]
    dN = 4 * np.pi / 3 * ((R + d)**3 - (R - d)**3) / omega
    return dE / dN


def strain_formula(R, f):
    return -2 * f / (3 * bulk_mod * R)


def mu_first(R, g):
    return 2 * g * omega / R


def mu_second(R, f):
    return -2 * f**2 * omega / (3 * bulk_mod * R**2)


f_cases = [-2.4, 0.0, 2.4, 5.0]
for R in (1.5, radius, 10.0):
    for f in f_cases:
        _, eps, spread = relax_sphere(R, gamma, f)
        assert abs(eps - strain_formula(R, f)) < 1e-4 * abs(strain_formula(R, f)) + 1e-12
        assert spread < 1e-7
        mu = excess_mu(R, gamma, f)
        second = mu_second(R, f)
        assert abs(mu - mu_first(R, gamma) - second) < 2e-3 * abs(second) + 1e-7 * mu
# neither the shear modulus nor gamma affects the contraction
eps_num = relax_sphere(radius, gamma, stress)[1]
assert abs(relax_sphere(radius, gamma, stress, shear=200.0)[1] / eps_num - 1) < 1e-6
assert abs(relax_sphere(radius, 2 * gamma, stress)[1] / eps_num - 1) < 1e-10

# Bulk Gibbs energy at the inside pressure is not the exchange potential.
mu_num = excess_mu(radius, gamma, stress)
pressure = -3 * bulk_mod * eps_num
gibbs_bulk = omega * (4.5 * bulk_mod * eps_num**2 + pressure * (1 + 3 * eps_num))
gap_formula = 2 * (stress - gamma) * omega / radius
# tolerance: the gap formula omits terms of order f^2/(K R^2), about 1 percent
assert abs((gibbs_bulk - mu_num) / gap_formula - 1) < 0.02


# ---------- solubility from counting arrangements of solute atoms ----------
sites = 1e7
dissolve_cost = kT * np.log(1e5)


def solution_energy(n):
    log_ways = gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
    return n * dissolve_cost - kT * log_ways


def dissolved(mu_solid):
    return brentq(lambda n: solution_energy(n + 0.5) - solution_energy(n - 0.5)
                  - mu_solid, 1.0, sites / 2)


ratio_counted = dissolved(mu_num) / dissolved(0.0)
mu_formula = mu_first(radius, gamma) + mu_second(radius, stress)
# tolerance: the counted solution is dilute only to a fraction of a percent
assert abs(ratio_counted / np.exp(mu_formula / kT) - 1) < 0.01

# ---------- atomic fcc cubes: gamma and f set independently ----------
k_bond = 72.0           # bond stiffness, D/b^2
cube_omega = 1 / np.sqrt(2)
directions = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]


def build_cube(n):
    """Atoms, bonds, bond directions and facet-bond flags; n layers per edge."""
    pos = np.indices((n, n, n)).reshape(3, -1).T
    pos = pos[pos.sum(axis=1) % 2 == 0]
    label = -np.ones((n, n, n), dtype=int)
    label[tuple(pos.T)] = np.arange(len(pos))
    first, second, unit, facet = [], [], [], []
    for d in directions:
        other = pos + np.array(d)
        ok = np.all((other >= 0) & (other < n), axis=1)
        first.append(np.flatnonzero(ok))
        second.append(label[tuple(other[ok].T)])
        unit.append(np.tile(np.array(d) / np.sqrt(2), (ok.sum(), 1)))
        fixed_axis = d.index(0)
        level = pos[ok, fixed_axis]
        facet.append((level == 0) | (level == n - 1))
    return (len(pos), np.concatenate(first), np.concatenate(second),
            np.concatenate(unit), np.concatenate(facet).astype(float))


def relax_cube(n, tension):
    """Atom count, bond energy, elastic energy, mean bond strain."""
    atoms, i, j, unit, facet = build_cube(n)
    nb = len(i)
    rows = np.repeat(np.arange(nb), 3)
    ci = (3 * i[:, None] + np.arange(3)).ravel()
    cj = (3 * j[:, None] + np.arange(3)).ravel()
    vals = unit.ravel()
    B = coo_matrix((np.concatenate([-vals, vals]),
                    (np.concatenate([rows, rows]), np.concatenate([ci, cj]))),
                   shape=(nb, 3 * atoms)).tocsr()
    # the tiny diagonal only fixes rigid translations and rotations
    H = (k_bond * (B.T @ B) + 1e-8 * identity(3 * atoms)).tocsc()
    u = spsolve(H, -tension * (B.T @ facet), permc_spec="MMD_AT_PLUS_A")
    q = B @ u
    elastic = tension * (facet @ q) + 0.5 * k_bond * (q @ q)
    return atoms, -float(nb), elastic, q.mean()


# Bulk modulus and surface quantities of this crystal, from energies under strain
tension = 4.0           # D/b
step = 1e-4


def bulk_energy(e):
    neigh = np.array(directions + [tuple(-np.array(d)) for d in directions])
    length = np.linalg.norm(neigh / np.sqrt(2) * (1 + e), axis=1)
    return 0.25 * k_bond * np.sum((length - 1)**2)


cube_K = (bulk_energy(step) - 2 * bulk_energy(0) + bulk_energy(-step)) / step**2
cube_K /= 9 * cube_omega
assert abs(cube_K / (2 * np.sqrt(2) * k_bond / 3) - 1) < 1e-6


def facet_energy(e):
    """Per current area: 4 cut bonds (half each) and 2 tense bonds per atom."""
    return (4 * 0.5 + 2 * tension * e) / (1 + e)**2


cube_gamma = facet_energy(0.0)
slope = (facet_energy(step) - facet_energy(-step)) / (2 * step)
cube_f = cube_gamma + 0.5 * slope
# mechanical definition: one bond of this tension crosses each length b
assert abs(cube_f / tension - 1) < 1e-6

cube = {n: relax_cube(n, tension) for n in (5, 7, 11, 13)}
for n, data in cube.items():
    half_edge = n * np.sqrt(2) / 4
    assert abs(data[3] / (-2 * cube_f / (3 * cube_K * half_edge)) - 1) < 1e-5
reverse = {n: relax_cube(n, -tension) for n in (11, 13)}
assert reverse[13][3] > 0 > cube[13][3]


def accretion(small, large):
    """Excess energy per added atom over the bulk value -6 D; elastic part."""
    dN = large[0] - small[0]
    bond = (large[1] - small[1]) / dN + 6
    elastic = (large[2] - small[2]) / dN
    return bond + elastic, elastic


half12 = 12 * np.sqrt(2) / 4
half6 = 6 * np.sqrt(2) / 4
cube_mu, cube_el = accretion(cube[11], cube[13])
cube_mu_rev, _ = accretion(reverse[11], reverse[13])
cube_mu_gamma = 2 * cube_gamma * cube_omega / half12
cube_mu_f = 2 * cube_f * cube_omega / half12
# tolerance: edge energy and the second-order elastic term at this small size
assert abs(cube_mu / cube_mu_gamma - 1) < 0.12
assert abs(cube_mu_rev / cube_mu_gamma - 1) < 0.12
# the share of surface stress dies out relative to the gamma term
_, small_el = accretion(cube[5], cube[7])
assert abs(cube_el * half12) < abs(small_el * half6)
# large cubes, bonds counted: the edge share shrinks and gamma alone remains
big = [build_cube(n) for n in (61, 63)]
big_mu = 6 - (len(big[1][1]) - len(big[0][1])) / (big[1][0] - big[0][0])
big_formula = 2 * cube_gamma * cube_omega / (62 * np.sqrt(2) / 4)
assert abs(big_mu / big_formula - 1) < 0.01

# ---------- effects neglected by the leading formulas ----------
K_prime = 5.0           # pressure derivative of K, rough
surf_stiff = 50.0       # N/m, change of f per unit strain, rough
curv_len = 0.1          # nm, edge and curvature energy, rough
gamma_shift = 0.3       # N/m, lowering by adsorbates, rough
expansion = 9e-6        # 1/K, rough
delta_T = temperature - 298.0
stretch = brentq(lambda s: bulk_mod / K_prime * (s**(-3 * K_prime) - 1)
                 - 2 * stress / (radius * s), 0.9, 1.0)
eps_stiff = relax_sphere(radius, gamma, stress, stiffness=surf_stiff)[1]
mu_curv = excess_mu(radius, gamma, stress, curv_length=curv_len)
mu_ads = excess_mu(radius, gamma - gamma_shift, stress)

# ---------- output ----------
mu1 = mu_first(radius, gamma)
mu_wrong = mu_first(radius, stress)
eps = strain_formula(radius, stress)
print(f"Inputs: R = {radius} nm, T = {temperature} K, a = {lattice_a} nm")
print(f"gamma = {gamma} N/m, f = {stress} N/m, K = {bulk_mod} GPa, G = {shear_mod} GPa")
print(f"Omega = {omega:.5f} nm^3, kT = {kT*to_eV:.5f} eV")
print(f"Atoms in sphere = {4*np.pi*radius**3/3/omega:.0f}")
print(f"Inside pressure 2f/R = {2*stress/radius:.3f} GPa")
print(f"Strain, formula = {100*eps:.4f} %, radial solution = {100*eps_num:.4f} %")
print(f"Lattice parameter change = {1000*lattice_a*eps:.3f} pm")
print(f"Strain if gamma were used = {100*strain_formula(radius, gamma):.4f} %")
print(f"dmu leading (gamma) = {mu1*to_eV:.5f} eV, over kT = {mu1/kT:.3f}")
print(f"dmu second-order (f^2) = {mu_second(radius, stress)*to_eV:.6f} eV")
print(f"dmu from relaxed energies = {mu_num*to_eV:.5f} eV")
print(f"Solubility ratio, leading = {np.exp(mu1/kT):.1f}")
print(f"Solubility ratio, with f^2 term = {np.exp(mu_formula/kT):.1f}")
print(f"Solubility ratio, counted solution = {ratio_counted:.1f}")
print(f"If f were used: dmu = {mu_wrong*to_eV:.5f} eV, ratio = {np.exp(mu_wrong/kT):.3e}")
print(f"Overestimate of solubility by that error = {np.exp((mu_wrong-mu1)/kT):.1f} times")
print(f"Bulk Gibbs energy at inside pressure = {gibbs_bulk*to_eV:.5f} eV")
print(f"Its gap to dmu = {(gibbs_bulk-mu_num)*to_eV:.5f} eV, formula {gap_formula*to_eV:.5f} eV")
print("Fixed gamma and R, f varied: f (N/m), strain (%), dmu (eV)")
for f in f_cases:
    print(f"  {f:5.1f}  {100*relax_sphere(radius, gamma, f)[1]:8.4f}"
          f"  {excess_mu(radius, gamma, f)*to_eV:.5f}")
print("R varied: R (nm), strain (%), leading solubility ratio")
for R in (1.5, 2.5, 5.0, 10.0):
    print(f"  {R:4.1f}  {100*strain_formula(R, stress):8.4f}"
          f"  {np.exp(mu_first(R, gamma)/kT):.4g}")
print(f"Cube model: k = {k_bond} D/b^2, K = {cube_K:.3f} D/b^3")
print(f"Cube gamma = {cube_gamma:.3f} D/b^2, f = {cube_f:.3f} D/b^2")
print(f"13-layer cube: {cube[13][0]} atoms, mean strain = {100*cube[13][3]:.4f} %")
print(f"Same cube, f reversed: mean strain = {100*reverse[13][3]:.4f} %")
print(f"Energy per added atom, 11 to 13 layers = {cube_mu:.4f} D")
print(f"Same with f reversed = {cube_mu_rev:.4f} D; elastic part = {cube_el:.4f} D")
print(f"Predicted with gamma = {cube_mu_gamma:.4f} D, with f = {cube_mu_f:.4f} D")
print(f"61 to 63 layers, f = 0: {big_mu:.5f} D, gamma formula {big_formula:.5f} D")
print("Neglected effects (rough inputs):")
print(f"  K' = {K_prime}: strain = {100*(stretch-1):.4f} %")
print(f"  surface stiffness {surf_stiff} N/m: strain = {100*eps_stiff:.4f} %")
print(f"  curvature length {curv_len} nm: solubility ratio = {np.exp(mu_curv/kT):.1f}")
print(f"  gamma lowered by {gamma_shift} N/m: solubility ratio = {np.exp(mu_ads/kT):.1f}")
print(f"  thermal expansion over {delta_T:.0f} K = {100*expansion*delta_T:.4f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Inputs: R = 2.5 nm, T = 353.0 K, a = 0.392 nm
gamma = 2.4 N/m, f = 5.0 N/m, K = 280.0 GPa, G = 61.0 GPa
Omega = 0.01506 nm^3, kT = 0.03042 eV
Atoms in sphere = 4346
Inside pressure 2f/R = 4.000 GPa
Strain, formula = -0.4762 %, radial solution = -0.4762 %
Lattice parameter change = -1.867 pm
Strain if gamma were used = -0.2286 %
dmu leading (gamma) = 0.18046 eV, over kT = 5.933
dmu second-order (f^2) = -0.000895 eV
dmu from relaxed energies = 0.17957 eV
Solubility ratio, leading = 377.1
Solubility ratio, with f^2 term = 366.2
Solubility ratio, counted solution = 366.7
If f were used: dmu = 0.37597 eV, ratio = 2.332e+05
Overestimate of solubility by that error = 618.3 times
Bulk Gibbs energy at inside pressure = 0.37328 eV
Its gap to dmu = 0.19371 eV, formula 0.19550 eV
Fixed gamma and R, f varied: f (N/m), strain (%), dmu (eV)
   -2.4    0.2286  0.18026
    0.0    0.0000  0.18046
    2.4   -0.2286  0.18026
    5.0   -0.4762  0.17957
R varied: R (nm), strain (%), leading solubility ratio
   1.5   -0.7937  1.968e+04
   2.5   -0.4762  377.1
   5.0   -0.2381  19.42
  10.0   -0.1190  4.407
Cube model: k = 72.0 D/b^2, K = 67.882 D/b^3
Cube gamma = 2.000 D/b^2, f = 4.000 D/b^2
13-layer cube: 1099 atoms, mean strain = -0.8547 %
Same cube, f reversed: mean strain = 0.8547 %
Energy per added atom, 11 to 13 layers = 0.6328 D
Same with f reversed = 0.6328 D; elastic part = -0.0184 D
Predicted with gamma = 0.6667 D, with f = 1.3333 D
61 to 63 layers, f = 0: 0.12850 D, gamma formula 0.12903 D
Neglected effects (rough inputs):
  K' = 5.0: strain = -0.4609 %
  surface stiffness 50.0 N/m: strain = -0.4545 %
  curvature length 0.1 nm: solubility ratio = 288.8
  gamma lowered by 0.3 N/m: solubility ratio = 174.4
  thermal expansion over 55 K = 0.0495 %
ALL CHECKS PASSED
```
